# Two-state inelastic tunnelling through a thin barrier: the T^(4/3) law: a program that tests the result

```python
# Result under test: average low-bias conductance per area of a barrier of
# thickness L through pairs of localized states joined by one phonon hop,
#   G2/S = (3 pi/4) C e^2 g^2 a^3 ell kT (Gamma0^2 b kT)^(1/3) exp(-2L/(3a)),
#   ell  = L/3 + (a/3) ln(b kT/Gamma0) + c a.
# a: decay length of the wave function exp(-r/a); g: states per energy and volume;
# Gamma0 exp(-2x/a): rate between a state and an electrode at distance x;
# b exp(-2R/a) D/(1-exp(-D/kT)): hop rate over distance R with energy loss D;
# C, c: pure numbers from the average over level energies and positions;
# u: repulsion between carriers on the two sites, divided by kT;
# tau = b kT/Gamma0. Level energies x1, x2 are in units of kT from the Fermi level.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import minimize
from scipy.special import gamma

q_e, hbar, k_B = sc.e, sc.hbar, sc.k
pi = np.pi


def fermi(x):
    return 1.0 / (1.0 + np.exp(x))


def phonon_weight(d):
    """d/(1-exp(-d)): emission for d>0, absorption for d<0."""
    d = np.where(np.abs(d) < 1e-9, 1e-9, d)
    return d / (-np.expm1(-d))


def equilibrium_flows(x1, x2, u):
    """Equilibrium flows on the five links of the pair, for unit rates."""
    p10, p01, p11 = np.exp(-x1), np.exp(-x2), np.exp(-x1 - x2 - u)
    z = 1.0 + p10 + p01 + p11
    return (fermi(x1) / z, fermi(x2) / z, p01 * fermi(x1 + u) / z,
            p10 * fermi(x2 + u) / z, p10 * phonon_weight(x1 - x2) / z)


def lead_resistance(flows, r_left, r_right):
    """Two parallel branches: through the empty and the doubly filled pair."""
    left0, right0, left1, right1, _ = flows
    empty = r_left / left0 + r_right / right0
    full = r_left / left1 + r_right / right1
    return empty * full / (empty + full)


def pair_constants(u, extra=None, h=0.5):
    """C and c; extra(D/kT) is an optional factor on the hop rate."""
    x = np.arange(-u - 20.0, 20.0, h)
    x1, x2 = x[:, None], x[None, :] + h / 2
    flows = equilibrium_flows(x1, x2, u)
    hop = flows[4]
    if extra is not None:
        hop = hop * extra(x1 - x2)
    total = logs = 0.0
    step = 1.5
    for d in np.arange(-60.0, 60.1, step):
        res = lead_resistance(flows, np.exp(d / 2), np.exp(-d / 2))
        weight = res ** (-2 / 3) * hop ** (1 / 3)
        total += weight.sum()
        logs += (weight * np.log(hop * res + 1e-300)).sum()
    big_c = 2 * pi / (3 * np.sqrt(3)) * total * h * h * step
    small_c = 0.5 - pi / (3 * np.sqrt(3)) + logs / total / 3
    return big_c, small_c


# ---------- test: tunnelling decay on a lattice ----------
g_surface, widths = -1j, []
for n in range(14):
    g_surface = 1.0 / (0.0 - 3.0 - g_surface)
    widths.append(abs(2 * g_surface.imag))
assert abs(np.log(widths[-2] / widths[-1]) - 2 * np.arccosh(1.5)) < 1e-6


def splitting(r):
    n = 90
    ham = -np.eye(n, k=1) - np.eye(n, k=-1)
    first = (n - r) // 2
    ham[first, first] = ham[first + r, first + r] = -1.5
    ev = np.linalg.eigvalsh(ham)
    return ev[1] - ev[0]


assert abs(np.log(splitting(12) / splitting(14)) / 2 - np.arcsinh(0.75)) < 5e-3

# ---------- example parameters (nm, eV, K) ----------
L, a, T = 20.0, 0.8, 20.0
g = 1e18 * 1e-21                     # per eV nm^3
E_width, t0, E_def = 0.2, 0.2, 3.0   # hbar*Gamma0, amplitude, deformation pot.
rho, s, kappa = 2300.0, 8000.0, 12.0
Gamma0 = E_width * q_e / hbar
b = (E_def * q_e) ** 2 * (t0 * q_e) ** 2 / (pi * rho * hbar ** 4 * s ** 5)
kT = k_B * T / q_e
tau = b * k_B * T / Gamma0
hs = hbar * s / q_e * 1e9            # eV nm

# ---------- test: golden-rule hop rate ----------
D, R = 5e-3, 8.0
t = t0 * np.exp(-R / a)
vec = np.linalg.eigh(np.array([[D, t], [t, 0.0]]))[1]
wave = D / hs
nodes, wts = np.polynomial.legendre.leggauss(80)
amp = vec[0, 0] * vec[0, 1] + vec[1, 0] * vec[1, 1] * np.exp(1j * wave * R * nodes)
mean_sq = 0.5 * np.sum(wts * np.abs(amp) ** 2)
q_si, dE = wave * 1e9, 1e-4 * D * q_e
modes = ((q_si + dE / (hbar * s)) ** 3 - (q_si - dE / (hbar * s)) ** 3) \
    / (6 * pi ** 2) / (2 * dE)
rate = 2 * pi / hbar * (E_def * q_e) ** 2 * hbar * q_si / (2 * rho * s) * mean_sq * modes
formula = b * D * q_e * np.exp(-2 * R / a) * (1 - np.sin(wave * R) / (wave * R))
assert abs(rate / formula - 1) < 1e-3


# ---------- test: network formula against the stationary master equation ----------
def master_current(x1, x2, u, gl, gr, w, v):
    m = np.zeros((4, 4))             # states 00, 10, 01, 11

    def link(i, j, forward, back):
        m[j, i] += forward
        m[i, i] -= forward
        m[i, j] += back
        m[j, j] -= back
    fl0, fl1 = fermi(x1 - v), fermi(x1 + u - v)
    fr0, fr1 = fermi(x2), fermi(x2 + u)
    link(0, 1, gl * fl0, gl * (1 - fl0))
    link(2, 3, gl * fl1, gl * (1 - fl1))
    link(0, 2, gr * fr0, gr * (1 - fr0))
    link(1, 3, gr * fr1, gr * (1 - fr1))
    link(1, 2, w * phonon_weight(x1 - x2), w * phonon_weight(x2 - x1))
    m[3, :] = 1.0
    p = np.linalg.solve(m, np.array([0, 0, 0, 1.0]))
    return gl * (fl0 * p[0] - (1 - fl0) * p[1] + fl1 * p[2] - (1 - fl1) * p[3])


rng = np.random.default_rng(1)
worst = 0.0
for u_try in (0.0, 0.0, 1.5, 4.0, 8.0, 8.0):
    y1, y2 = rng.uniform(-3, 3, 2)
    gl, gr, w = np.exp(rng.uniform(-1.5, 1.5, 3))
    v = 1e-4
    num = (master_current(y1, y2, u_try, gl, gr, w, v)
           - master_current(y1, y2, u_try, gl, gr, w, -v)) / (2 * v)
    fl = equilibrium_flows(y1, y2, u_try)
    net = 1 / (1 / (w * fl[4]) + lead_resistance(fl, 1 / gl, 1 / gr))
    worst = max(worst, abs(num / net - 1))
assert worst < 1e-5

# ---------- test: position of the optimum, lengths in units of a ----------
La = L / a
best = minimize(lambda z: np.log(np.exp(2 * z[0]) + np.exp(2 * z[1]) / tau
                                 + np.exp(2 * (La - z[0] - z[1]))),
                [La / 3, La / 3], method="Nelder-Mead",
                options={"xatol": 1e-7, "fatol": 1e-12})
R_star = L / 3 + a / 3 * np.log(tau)
assert abs(best.x[1] * a - R_star) < 1e-4

# ---------- test: integrals for N rates in series ----------
z = np.arange(-42.0, 16.0, 1.0)
A, B = z[:, None], z[None, :]
three = np.sum(1 / (np.exp(A) + np.exp(B) + np.exp(-A - B)))
assert abs(three / (gamma(1 / 3) ** 3 / 3) - 1) < 1e-3
A, B, E = z[:, None, None], z[None, :, None], z[None, None, :]
four = np.sum(1 / (np.exp(A) + np.exp(B) + np.exp(E) + np.exp(-A - B - E)))
assert abs(four / (gamma(1 / 4) ** 4 / 4) - 1) < 1e-3


# ---------- test: final formula against a direct sum ----------
def direct_sum(length, tau_, u=0.0):
    """Sum over both energies, both depths and the transverse offset (a=1)."""
    h, he = 0.5, 1.25
    x = np.arange(h / 2, length, h)
    xl, xr = [m.ravel() for m in np.meshgrid(x, x)]
    keep = xl + xr < length
    xl, xr = xl[keep], xr[keep]
    rmax = np.sqrt(400 + 40 * length / 3)
    n, w = np.polynomial.legendre.leggauss(28)
    off, w = (n + 1) * rmax / 2, w * rmax / 2
    area = 2 * pi * off * w
    dist = np.sqrt((length - xl - xr)[:, None] ** 2 + off ** 2)
    hop_res = np.exp(2 * dist) / tau_
    r_left, r_right = np.exp(2 * xl), np.exp(2 * xr)
    total = 0.0
    energies = np.arange(-u - 18.0, 18.0, he)
    for e1 in energies:
        for e2 in energies + he / 2:
            f = equilibrium_flows(e1, e2, u)
            lead = lead_resistance(f, r_left, r_right)
            total += np.sum((1 / (lead[:, None] + hop_res / f[4])) @ area)
    return total * h * h * he * he


C0, c0 = pair_constants(0.0)


def closed_sum(length, tau_, consts):
    hop_len = length / 3 + np.log(tau_) / 3 + consts[1]
    return 0.75 * pi * consts[0] * hop_len * tau_ ** (1 / 3) * np.exp(-2 * length / 3)


base = direct_sum(La, tau)
ratio0 = base / closed_sum(La, tau, (C0, c0))
# tolerance: the closed form drops boundary terms of relative order exp(-L/3a)
assert abs(ratio0 - 1) < 0.01
ratio4 = direct_sum(La, tau, 4.0) / closed_sum(La, tau, pair_constants(4.0))
assert abs(ratio4 - 1) < 0.01
ell = L / 3 + a / 3 * np.log(tau) + c0 * a
expo_direct = 1 + np.log(direct_sum(La, tau * 1.1) / direct_sum(La, tau / 1.1)) \
    / (2 * np.log(1.1))
expo_closed = 4 / 3 + a / (3 * ell)
assert abs(expo_direct - expo_closed) < 4e-3
slope_direct = np.log(direct_sum(La + 1, tau) / direct_sum(La - 1, tau)) / 2
slope_closed = -2 / 3 + a / (3 * ell)
assert abs(slope_direct - slope_closed) < 4e-3
expo_thick = 1 + np.log(direct_sum(45.0, tau * 1.1) / direct_sum(45.0, tau)) / np.log(1.1)
assert abs(expo_thick - 4 / 3) < abs(expo_direct - 4 / 3)

# ---------- strong repulsion and independent-resistor limits ----------
C_inf, c_inf = pair_constants(30.0)
e = np.arange(-15.0, 22.0, 0.25)
fl = equilibrium_flows(e[:, None], e[None, :] + 0.125, 30.0)
closed_inf = 2 * gamma(1 / 3) ** 3 / 3 * np.sum((fl[0] * fl[1] * fl[4]) ** (1 / 3)) / 16
assert abs(C_inf / closed_inf - 1) < 5e-3
e = np.arange(-40.0, 40.0, 0.5)
end = fermi(e) * fermi(-e)
mid = phonon_weight(e[:, None] - e) * fermi(e)[:, None] * fermi(-e)[None, :]
C_ind = gamma(1 / 3) ** 3 / 3 * 0.25 * (end ** (1 / 3) @ mid ** (1 / 3) @ end ** (1 / 3))
J3 = 0.125 * (end ** 0.25 @ mid ** 0.25 @ mid ** 0.25 @ end ** 0.25)
assert C0 < C_ind

# ---------- test: one-state resonant tunnelling (a=1, hbar=1) ----------
x = np.arange(0.0, 20.01, 0.1)
wl, wr = np.exp(-2 * x), np.exp(-2 * (20 - x))
v = np.arange(-20.0, 20.0, 0.05)
lorentz = np.sum(np.cosh(v) / (np.sinh(v) ** 2 + 0.25)) * 0.05
one = np.sum(wl * wr / (wl + wr)) * 0.1 * lorentz / (2 * pi)
assert abs(one / (pi / 4 * np.exp(-20.0)) - 1) < 1e-3

# ---------- example: conductances in S/cm^2 ----------
to_cm = q_e * 1e14                   # e^2/(eV s nm^2) to S/cm^2


def G_two(temp, consts):
    kt, ta = k_B * temp / q_e, b * k_B * temp / Gamma0
    hop_len = L / 3 + a / 3 * np.log(ta) + consts[1] * a
    return to_cm * 0.75 * pi * consts[0] * g ** 2 * a ** 3 * hop_len * kt \
        * Gamma0 * ta ** (1 / 3) * np.exp(-2 * L / (3 * a))


def G_three(temp):
    kt, ta = k_B * temp / q_e, b * k_B * temp / Gamma0
    hop_len = L / 4 + a / 4 * np.log(ta)
    return to_cm * g ** 3 * kt ** 2 * (a / 2) ** 3 * gamma(0.25) ** 4 / 4 * J3 \
        * (4 * pi * a * hop_len) ** 2 * Gamma0 * ta ** 0.5 * np.exp(-L / (2 * a))


G2, G3 = G_two(T, (C0, c0)), G_three(T)
assert abs(G2 / (to_cm * g ** 2 * kT * a ** 4 * Gamma0 * base) - 1) < 0.01
G1 = to_cm * pi / 4 * g * a * Gamma0 * np.exp(-L / a)
G0 = q_e ** 2 / sc.h * 1e14 * quad(
    lambda k: k / (2 * pi) * np.exp(-2 * L * np.sqrt(1 / a ** 2 + k * k)), 0, 5 / a)[0]

# repulsion between the two sites, screened by image charges in both electrodes
image = np.arange(-20000, 20001)


def screened(z1, z2):
    return q_e / (4 * pi * sc.epsilon_0 * kappa) * 1e9 * np.sum(
        1 / np.abs(2 * image * L + z1 - z2) - 1 / np.abs(2 * image * L + z1 + z2))


U = screened((L - ell) / 2, (L + ell) / 2)
assert abs(screened(L, (L + ell) / 2)) < 1e-3 * U


def phonon_factor(temp):
    kt = k_B * temp / q_e

    def factor(d):
        wave_no = np.abs(d) * kt / hs + 1e-12
        return (1 - np.sinc(wave_no * ell / pi)) / (1 + (wave_no * a / 2) ** 2) ** 4
    return factor


G_rep = G_two(T, pair_constants(U / kT))
G_ph = G_two(T, pair_constants(0.0, phonon_factor(T), 0.25))
G_both = G_two(T, pair_constants(U / kT, phonon_factor(T), 0.25))
up, down = T * 1.05, T / 1.05
span = np.log(up / down)


def local_exponent(rep, phon):
    vals = [G_two(tt, pair_constants(rep * U * q_e / (k_B * tt),
                                     phonon_factor(tt) if phon else None, 0.25))
            for tt in (up, down)]
    return np.log(vals[0] / vals[1]) / span


expo_rep, expo_ph = local_exponent(1, False), local_exponent(0, True)
expo_both = local_exponent(1, True)
expo_sum = np.log((G_two(up, (C0, c0)) + G_three(up) + G1)
                  / (G_two(down, (C0, c0)) + G_three(down) + G1)) / span
rate_star = Gamma0 * tau ** (1 / 3) * np.exp(-2 * L / (3 * a))
G_pair = q_e * rate_star / kT / 12
area_per_pair = G_pair / (G2 * 1e-8)
assert G2 > G1 and G2 > G3 and G2 > G0

print(f"barrier thickness L = {L:.1f} nm, decay length a = {a:.2f} nm")
print(f"temperature = {T:.1f} K, kT = {kT*1e3:.3f} meV")
print(f"density of states g = {g*1e21:.1e} per eV cm^3")
print(f"hbar*Gamma0 = {E_width:.2f} eV, t0 = {t0:.2f} eV, E_d = {E_def:.1f} eV")
print(f"mass density = {rho:.0f} kg/m^3, sound speed = {s:.0f} m/s")
print(f"relative permittivity = {kappa:.1f}")
print(f"Gamma0 = {Gamma0:.3e} 1/s, b*kT = {b*k_B*T:.3e} 1/s")
print(f"tau = b*kT/Gamma0 = {tau:.3f}")
print(f"optimal hop R* = {R_star:.3f} nm, by minimization {best.x[1]*a:.3f} nm")
print(f"optimal electrode distance = {(L-R_star)/2:.3f} nm")
print(f"common optimal rate = {rate_star:.3e} 1/s")
print(f"no repulsion: C = {C0:.3f}, c = {c0:.4f}")
print(f"strong repulsion: C = {C_inf:.3f}, c = {c_inf:.4f}")
print(f"independent-resistor value of C = {C_ind:.3f}")
print(f"effective hop length ell = {ell:.3f} nm")
print(f"master equation vs network, worst relative difference = {worst:.1e}")
print(f"direct sum / closed formula, u=0: {ratio0:.5f}")
print(f"direct sum / closed formula, u=4: {ratio4:.5f}")
print(f"T exponent at L/a={La:.0f}: direct {expo_direct:.4f}, formula {expo_closed:.4f}")
print(f"T exponent at L/a=45: direct {expo_thick:.4f}")
print(f"a*dlnG/dL: direct {slope_direct:.4f}, formula {slope_closed:.4f}")
print(f"two-state conductance G2/S = {G2:.3e} S/cm^2")
print(f"specific resistance S/G2 = {1/G2:.3e} ohm cm^2")
print(f"one-state G1/S = {G1:.3e} S/cm^2, G1/G2 = {G1/G2:.3f}")
print(f"three-state estimate G3/S = {G3:.3e} S/cm^2, G3/G2 = {G3/G2:.3f}")
print(f"direct tunnelling, unit prefactor = {G0:.1e} S/cm^2")
print(f"T exponent of G1+G2+G3 = {expo_sum:.3f}")
print(f"screened repulsion U = {U*1e3:.2f} meV, U/kT = {U/kT:.2f}")
print(f"G2 factor from repulsion = {G_rep/G2:.3f}, T exponent {expo_rep:.3f}")
print(f"G2 factor from phonon factors = {G_ph/G2:.3f}, T exponent {expo_ph:.3f}")
print(f"G2 factor from both = {G_both/G2:.3f}, T exponent {expo_both:.3f}")
print(f"phonon window: hbar*s/ell = {hs/ell*1e3:.3f} meV, 2*hbar*s/a = {2*hs/a*1e3:.2f} meV")
print(f"intersite amplitude at R* = {t0*np.exp(-R_star/a)*1e3:.2e} meV")
print(f"level width at optimum = {hbar*rate_star/q_e*1e3:.2e} meV")
print(f"field at which eV = kT: {kT/L*10:.2e} MV/cm")
print(f"conductance of one optimal pair = {G_pair:.3e} S")
print(f"area per conducting pair = {area_per_pair:.3e} um^2")
print("finished without a failed check")
```

It prints:

```
barrier thickness L = 20.0 nm, decay length a = 0.80 nm
temperature = 20.0 K, kT = 1.723 meV
density of states g = 1.0e+18 per eV cm^3
hbar*Gamma0 = 0.20 eV, t0 = 0.20 eV, E_d = 3.0 eV
mass density = 2300 kg/m^3, sound speed = 8000 m/s
relative permittivity = 12.0
Gamma0 = 3.039e+14 1/s, b*kT = 2.237e+15 1/s
tau = b*kT/Gamma0 = 7.361
optimal hop R* = 7.199 nm, by minimization 7.199 nm
optimal electrode distance = 6.400 nm
common optimal rate = 3.415e+07 1/s
no repulsion: C = 48.200, c = 0.4423
strong repulsion: C = 79.518, c = 0.8174
independent-resistor value of C = 53.247
effective hop length ell = 7.553 nm
master equation vs network, worst relative difference = 8.3e-10
direct sum / closed formula, u=0: 0.99901
direct sum / closed formula, u=4: 0.99909
T exponent at L/a=25: direct 1.3688, formula 1.3686
T exponent at L/a=45: direct 1.3540
a*dlnG/dL: direct -0.6310, formula -0.6314
two-state conductance G2/S = 4.142e-04 S/cm^2
specific resistance S/G2 = 2.415e+03 ohm cm^2
one-state G1/S = 4.248e-05 S/cm^2, G1/G2 = 0.103
three-state estimate G3/S = 1.167e-04 S/cm^2, G3/G2 = 0.282
direct tunnelling, unit prefactor = 3.8e-15 S/cm^2
T exponent of G1+G2+G3 = 1.513
screened repulsion U = 7.84 meV, U/kT = 4.55
G2 factor from repulsion = 1.516, T exponent 1.184
G2 factor from phonon factors = 0.723, T exponent 1.217
G2 factor from both = 1.106, T exponent 1.088
phonon window: hbar*s/ell = 0.697 meV, 2*hbar*s/a = 13.16 meV
intersite amplitude at R* = 2.47e-02 meV
level width at optimum = 2.25e-05 meV
field at which eV = kT: 8.62e-04 MV/cm
conductance of one optimal pair = 2.646e-10 S
area per conducting pair = 6.388e+01 um^2
finished without a failed check
```
